# Why open pinholes cap the hydrogen barrier of an oxide: test program

```python
# RESULT UNDER TEST: an oxide with open pinholes reduces hydrogen permeation by
#   F = 1 + 1/[(1-f) P_o L/(P_m d) + 4 n a L],
# which saturates at 1 + 1/(4 n a L) however thick the oxide is.
# F: bare flux / coated flux; P_m, P_o: permeabilities of metal and oxide;
# L, d: thicknesses of metal and oxide; n: pinholes per area; a: pinhole radius;
# f = pi n a^2: open area fraction; b: radius of the surface cell of one pinhole.
# The independent road is a finite-volume solution of the diffusion equation in
# the metal, driven by u = sqrt(pressure). SI units inside, converted on printing.
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve


def graded(span, first, cells):
    """Face positions from 0 to span, growing geometrically from 'first'."""
    q = brentq(lambda s: span * np.expm1(s / cells) / np.expm1(s) - first,
               1e-6, 60.0)
    return span * np.expm1(q * np.arange(cells + 1) / cells) / np.expm1(q)


def chain(links):
    """Conductance matrix of a chain of cells with the given links."""
    main = np.zeros(len(links) + 1)
    main[:-1] += links
    main[1:] += links
    return diags([main, -links, -links], [0, 1, -1]).tolil()


def solve_factor(a, b, L, oxide_res, hole_res=0.0):
    """F from the diffusion equation. Surface resistances are given as
    equivalent metal lengths: P_m * thickness / permeability of the film."""
    fine = 0.002 * min(a, L)
    inner = a - graded(a, fine, 40)[::-1]
    inner[0] = 0.0
    r = np.concatenate([inner, a + graded(b - a, fine, 80)[1:]])
    z = graded(L, fine, 90)
    area = np.pi * np.diff(r**2)
    r_mid, z_mid = (r[1:] + r[:-1]) / 2, (z[1:] + z[:-1]) / 2
    dz = np.diff(z)
    radial = chain(2 * np.pi * r[1:-1] / np.diff(r_mid))
    axial = chain(1 / np.diff(z_mid))
    axial[-1, -1] += 2 / dz[-1]
    surface_res = np.where(r_mid < a, hole_res, oxide_res)
    feed = area / (dz[0] / 2 + surface_res)
    top = np.zeros((len(area), len(dz)))
    top[:, 0] = feed
    matrix = (kron(radial, diags(dz)) + kron(diags(area), axial)
              + diags(top.ravel()))
    u = spsolve(matrix.tocsc(), top.ravel(),
                permc_spec="MMD_AT_PLUS_A").reshape(top.shape)
    entering = np.sum(feed * (1 - u[:, 0]))
    leaving = np.sum(area * u[:, -1]) * 2 / dz[-1]
    assert abs(entering / leaving - 1) < 1e-5
    return np.pi * b**2 / L / leaving


def law_factor(a, b, L, oxide_res):
    f = (a / b)**2
    return 1 + 1 / ((1 - f) * L / oxide_res + 4 * a * L / (np.pi * b**2))


def column_factor(a, b, L, oxide_res):
    f = (a / b)**2
    return 1 / (f + (1 - f) / (1 + oxide_res / L))


def close(x, y, rel):
    return abs(x / y - 1) < rel


# ---- the disc flux density makes the pinhole floor an equipotential ----
def ray(t, angle, r0=0.6):
    root = np.sqrt(1 - (r0 * np.sin(angle))**2)
    far, near = -r0 * np.cos(angle) + root, -r0 * np.cos(angle) - root
    s = far * (1 - t * t)
    return 2 * np.sqrt(far) / np.sqrt(s - near) * (2 / np.pi) / (2 * np.pi)


disc_potential = dblquad(ray, 0, 2 * np.pi, 0, 1)[0]
assert abs(disc_potential - 1) < 1e-6

# ---- example parameters (rough typical values) ----
T, pressure = 673.0, 1e5
P_m, P_o = 3e-12, 3e-17            # mol m^-1 s^-1 Pa^-1/2 at T
E_m, E_o = 0.62, 1.2               # eV
L, a, n = 1e-3, 100e-9, 25e6
b = 1 / np.sqrt(np.pi * n)
f = np.pi * n * a**2
hole_term = 4 * n * a * L
thicknesses = [100e-9, 1e-6, 10e-6]
print("alumina on austenitic steel, rough values")
print(f"temperature {T:.0f} K; hydrogen pressure {pressure:.0e} Pa")
print(f"P_m {P_m:.1e}, P_o {P_o:.1e} mol/(m s Pa^0.5)")
print(f"activation energies: metal {E_m:.2f}, oxide {E_o:.2f} eV")
print(f"metal thickness {L*1e3:.1f} mm; pinhole radius {a*1e9:.0f} nm")
print(f"pinholes {n*1e-6:.0f} per mm2; cell radius {b*1e6:.1f} um")
print(f"open area fraction f {f:.3e}; 1/f {1/f:.3e}")
print(f"4naL {hole_term:.4f}")
print(f"disc potential check, should be 1: {disc_potential:.6f}")
bare_flux = P_m * np.sqrt(pressure) / L
print(f"bare flux {bare_flux:.3e} mol H2/(m2 s)")

# ---- reduction factor against thickness ----
print("d (nm): F intact, F columns, F law, F solved")
for d in thicknesses:
    res = P_m * d / P_o
    solved, law = solve_factor(a, b, L, res), law_factor(a, b, L, res)
    column = column_factor(a, b, L, res)
    assert close(solved, law, 0.02)
    assert solved < column
    print(f"{d*1e9:.0f}: {1+res/L:.1f}, {column:.1f}, {law:.2f}, {solved:.2f}")
plateau = solve_factor(a, b, L, np.inf)
plateau_law = 1 + 1 / hole_term
assert close(plateau, plateau_law, 0.02)
print(f"plateau F: law {plateau_law:.2f}, solved {plateau:.2f}")
print(f"column plateau / law plateau {1/f/plateau_law:.3e}")

# ---- crossover thickness ----
d_cross = (1 - f) * P_o / (4 * n * a * P_m)
at_cross = solve_factor(a, b, L, P_m * d_cross / P_o)
half = (at_cross - 1) / (plateau - 1)
assert close(half, 0.5, 0.02)
print(f"crossover thickness d* {d_cross*1e9:.0f} nm")
print(f"solved (F-1)/(plateau-1) at d*: {half:.4f}")
d_column = L * P_o / P_m * (1 - 2 * f) / f
assert close(column_factor(a, b, L, P_m * d_column / P_o), 0.5 / f, 1e-6)
print(f"crossover by the column rule {d_column*1e3:.1f} mm")

# ---- same open area, ten times smaller pinholes ----
small = solve_factor(a / 10, b / 10, L, np.inf)
small_law = 1 + 1 / (10 * hole_term)
assert close(small, small_law, 0.02)
print(f"same f, radius {a*1e8:.0f} nm: plateau law {small_law:.2f},"
      f" solved {small:.2f}")

# ---- from narrow to wide pinholes, sparse, blocked oxide ----
print("a/L: solved pinhole flux / area share; 4L/(pi a)")
gains = []
ratios = [0.01, 0.1, 1.0, 10.0, 50.0]
for ratio in ratios:
    cell = ratio + 15.0
    gain = (cell / ratio)**2 / solve_factor(ratio, cell, 1.0, np.inf)
    gains.append(gain)
    print(f"{ratio:g}: {gain:.3f}; {4/(np.pi*ratio):.3f}")
assert all(x > y for x, y in zip(gains, gains[1:])) and gains[-1] > 1
assert close(gains[0], 4 / (np.pi * ratios[0]), 0.02)
assert gains[-1] < 1.03

# ---- one sparse pinhole in a conducting oxide: squared weight ----
beta = 5.0
added = 1 / solve_factor(0.01, 10.0, 1.0, beta) - 1 / (1 + beta)
weight = added / (4 * 0.01 / (np.pi * 10.0**2))
assert close(weight, (beta / (1 + beta))**2, 0.03)
print(f"sparse pinhole, beta {beta:.0f}: solved weight {weight:.4f},"
      f" law {(beta/(1+beta))**2:.4f}")

# ---- open pinholes saturate, solid-filled paths do not ----
path_ratio = 0.01                  # permeability of filled path / P_m
growth = {}
for kind in ("open", "filled"):
    pair = []
    for d in (10e-6, 20e-6):
        hole = 0.0 if kind == "open" else d / path_ratio
        pair.append(solve_factor(a, b, L, P_m * d / P_o, hole) - 1)
    growth[kind] = pair[1] / pair[0]
assert growth["open"] < 1.1 and close(growth["filled"], 2.0, 0.01)
print(f"filled-path permeability / P_m {path_ratio}")
print(f"growth of F-1, oxide 10 to 20 um: open {growth['open']:.3f},"
      f" filled {growth['filled']:.3f}")

# ---- apparent activation energy ----
k_eV = const.k / const.e


def permeability(value, energy, temp):
    return value * np.exp(-energy / k_eV * (1 / temp - 1 / T))


print("d (nm): apparent activation energy law, solved (eV)")
for d in thicknesses:
    logs, inverse = [], []
    for temp in (T - 3, T + 3):
        metal = permeability(P_m, E_m, temp)
        oxide = permeability(P_o, E_o, temp)
        logs.append(np.log(metal / solve_factor(a, b, L, metal * d / oxide)))
        inverse.append(1 / (k_eV * temp))
    E_solved = -(logs[1] - logs[0]) / (inverse[1] - inverse[0])
    x_o = (1 - f) * P_o * L / (P_m * d)
    x = x_o + hole_term
    E_law = E_m + (E_o - E_m) * x_o / (x * (1 + x))
    assert abs(E_solved - E_law) < 0.01
    print(f"{d*1e9:.0f}: {E_law:.3f}, {E_solved:.3f}")

# ---- neglected effect: a thin film on the pinhole floor ----
film = 2e-9
half_res = np.pi * a / 4
film_ratio = film / half_res
doubling = (solve_factor(a, b, L, np.inf, half_res) - 1) / (plateau - 1)
assert close(doubling, 2.0, 0.05)
print(f"floor film {film*1e9:.0f} nm halves pinhole flux if"
      f" P_film/P_m = {film_ratio:.4f}")
print(f"solved rise of plateau F-1 with that film {doubling:.3f}")
sealed_res = film * P_m / P_o
sealed_law = plateau_law + sealed_res / (f * L)
sealed = solve_factor(a, b, L, np.inf, sealed_res)
assert close(sealed, sealed_law, 0.02)
print(f"plateau F if that film is alumina: law {sealed_law:.3e},"
      f" solved {sealed:.3e}")

# ---- neglected effect: supply of hydrogen to the pinhole floor ----
mass = 2 * 1.008 * const.atomic_mass
impinging = pressure / np.sqrt(2 * np.pi * mass * const.k * T) / const.N_A
demand = 4 * P_m * np.sqrt(pressure) / (np.pi * a)
print(f"mean flux at pinhole floor {demand:.3e} mol H2/(m2 s)")
print(f"gas impingement {impinging:.3e} mol H2/(m2 s)")
print(f"dissociation probability must far exceed {demand/impinging:.1e}")

# free-molecular passage through a pore, walls re-emitting by the cosine law
rng = np.random.default_rng(1)
pore_length = 10e-6
aspect = pore_length / a
count = 100000
start = np.sqrt(rng.random(count))
cos2 = rng.random(count)
vx = np.sqrt(1 - cos2) * np.cos(2 * np.pi * rng.random(count))
q = 1 - cos2
path = (-start * vx + np.sqrt((start * vx)**2 + q * (1 - start**2))) / q
height = path * np.sqrt(cos2)
passed = 0
while height.size:
    passed += np.count_nonzero(height >= aspect)
    height = height[(height > 0) & (height < aspect)]
    normal2 = rng.random(height.size)
    phi = 2 * np.pi * rng.random(height.size)
    side = np.sqrt(1 - normal2)
    chord = 2 * np.sqrt(normal2) / (normal2 + (side * np.sin(phi))**2)
    height = height + chord * side * np.cos(phi)
passage = passed / count
# end effects lower the long-pore value by some percent; sampling adds about 2 %
assert close(passage, 8 / (3 * aspect), 0.15)
print(f"pore {pore_length*1e9:.0f} nm long: passage simulated {passage:.4f},"
      f" long-pore law {8/(3*aspect):.4f}")
print(f"relative pressure drop in pore {demand/(passage*impinging):.1e}")
diameter = 0.27e-9                 # rough collision diameter of H2
free_path = const.k * T / (np.sqrt(2) * np.pi * diameter**2 * pressure)
print(f"gas mean free path, rough {free_path*1e9:.0f} nm")

# ---- neglected effect: time to reach the steady state in the metal ----
modes = np.arange(2000)
mu = (modes + 0.5) * np.pi
lag_number = np.sum(2 * (-1.0)**modes / mu**3)
assert abs(lag_number - 0.5) < 1e-8
D_metal = 6e-11                    # rough value at T, m2/s
print(f"metal diffusivity, rough {D_metal:.0e} m2/s")
print(f"time lag L^2/(2D) behind a strong barrier"
      f" {lag_number*L**2/D_metal/3600:.1f} h")
print("verified")
```

It prints:

```
alumina on austenitic steel, rough values
temperature 673 K; hydrogen pressure 1e+05 Pa
P_m 3.0e-12, P_o 3.0e-17 mol/(m s Pa^0.5)
activation energies: metal 0.62, oxide 1.20 eV
metal thickness 1.0 mm; pinhole radius 100 nm
pinholes 25 per mm2; cell radius 112.8 um
open area fraction f 7.854e-07; 1/f 1.273e+06
4naL 0.0100
disc potential check, should be 1: 1.000000
bare flux 9.487e-07 mol H2/(m2 s)
d (nm): F intact, F columns, F law, F solved
100: 11.0, 11.0, 10.09, 10.09
1000: 101.0, 101.0, 51.00, 51.06
10000: 1001.0, 1000.2, 91.91, 92.10
plateau F: law 101.00, solved 101.24
column plateau / law plateau 1.261e+04
crossover thickness d* 1000 nm
solved (F-1)/(plateau-1) at d*: 0.4994
crossover by the column rule 12.7 mm
same f, radius 10 nm: plateau law 11.00, solved 11.03
a/L: solved pinhole flux / area share; 4L/(pi a)
0.01: 127.535; 127.324
0.1: 13.294; 12.732
1: 2.029; 1.273
10: 1.090; 0.127
50: 1.018; 0.025
sparse pinhole, beta 5: solved weight 0.7000, law 0.6944
filled-path permeability / P_m 0.01
growth of F-1, oxide 10 to 20 um: open 1.048, filled 2.000
d (nm): apparent activation energy law, solved (eV)
100: 1.095, 1.095
1000: 0.904, 0.905
10000: 0.672, 0.672
floor film 2 nm halves pinhole flux if P_film/P_m = 0.0255
solved rise of plateau F-1 with that film 2.065
plateau F if that film is alumina: law 2.547e+05, solved 2.548e+05
mean flux at pinhole floor 1.208e-02 mol H2/(m2 s)
gas impingement 1.188e+04 mol H2/(m2 s)
dissociation probability must far exceed 1.0e-06
pore 10000 nm long: passage simulated 0.0246, long-pore law 0.0267
relative pressure drop in pore 4.1e-05
gas mean free path, rough 287 nm
metal diffusivity, rough 6e-11 m2/s
time lag L^2/(2D) behind a strong barrier 2.3 h
verified
```
